# What Complex-Corrected High-Low Capacitance Recovers of a Flat Interface-State Continuum, part 1

(Sections cited here and not found follow in the second part.)

## First half: the response of the states and the recovered fraction

### What the answer can depend on

Electron states at an oxide–silicon interface are spread evenly in energy, with density $D$ per unit area and unit energy. The potential at the silicon surface oscillates weakly at angular frequency $\omega$, and the states take up and release majority carriers with a characteristic time $\tau$. Their charge per unit area, divided by the potential that drives it, is a capacitance per unit area $C_{it}(\omega)$.

The quantities at hand are the elementary charge $q$, the density $D$, the thermal energy $kT$, the frequency $\omega$ and the time $\tau$. They involve four independent dimensions: charge, area, energy and time. Together with $C_{it}$ there are six quantities, hence two dimensionless groups, which may be taken as $C_{it}/(q^2D)$ and $\omega\tau$. The thermal energy drops out, because a flat density offers no second energy to compare it with. Therefore

$$C_{it}(\omega)=q^2D\,\Phi(x),\qquad x=\omega\tau .$$

High-low analysis subtracts a capacitance taken at a high frequency from one taken in the static limit. If the oxide and the depletion layer can be eliminated, the density it reports must have the form

$$D_{app}=D\,F(x),\qquad F(x)=\mathrm{Re}\,[\Phi(0)-\Phi(x)] .$$

A symmetry says more. A real potential produces a real charge, so changing the sign of $\omega$ turns $C_{it}$ into its complex conjugate. Its real part is even in $\omega$, and so is $F$. Since $F(0)=0$, a function that is smooth at the origin cannot start with a power lower than $x^2$: at low frequency the method loses nearly all the states. At very high frequency no state follows and $F\to1$. What remains is to find the function between these limits. It will be

$$F(x)=1-\frac{\arctan x}{x}.$$

### Setting and conventions

The silicon is n-type and its surface is in depletion, so electrons are the majority carriers. The surface potential $\psi$ is counted positive when it attracts electrons. Small oscillations are written with the factor $e^{+j\omega t}$. An admittance per area $Y$ defines a complex capacitance by $Y=j\omega C$, with $C=C'-jC''$. Then $Y=\omega C''+j\omega C'$, and $C''=G/\omega$, where $G$ is the parallel conductance. A positive $C''$ means energy loss.

From here on energies are in electronvolts and $D$ is per eV and per cm². The density per joule is $D/q$, with $q$ the number of coulombs, so the scale $q^2D$ of the opening argument becomes $qD$, in F/cm². The thermal voltage is $V_T=kT/q$. Let

$$y=\frac{E-E_F}{kT},\qquad \delta u=\frac{\delta\psi}{V_T}$$

be the energy of a state relative to the Fermi level at the surface, and the potential oscillation, both in thermal units. An energy step $dE$ in eV is numerically $V_T\,dy$.

Five assumptions enter the rate equation and its sum over energy:

- The oscillation is small, $|\delta u|\ll1$.
- The states exchange carriers with the conduction band, and exchange with the valence band is negligible.
- The electrons at the surface are non-degenerate and stay in equilibrium with the bulk electrons during the oscillation.
- The density $D$ and the capture coefficient $c$ do not vary over the several $kT$ around the Fermi level that matter.
- The surface potential is the same everywhere under the gate.

### One state

Let $f$ be the probability that a state is occupied. An empty state captures an electron at the rate $c\,n_s$, where $n_s$ is the electron density at the surface. A full state emits at a rate $e$:

$$\frac{df}{dt}=c\,n_s(1-f)-e\,f .$$

The emission rate depends on the depth of the state below the conduction band edge at the surface. State and band edge shift together when $\psi$ changes, so $e$ is constant in time.

In equilibrium, with electron density $n_0$ and occupancy $f_0$, capture balances emission:

$$c\,n_0(1-f_0)=e f_0\quad\Rightarrow\quad e=c\,n_0\frac{1-f_0}{f_0}.$$

The equilibrium occupancy is $f_0=1/(1+e^{y})$, with any degeneracy factor absorbed in the energy of the state. Hence the emission rate is $c\,n_0e^{y}$. The total rate that will govern relaxation is

$$c\,n_0+e=c\,n_0\left(1+\frac{1-f_0}{f_0}\right)=\frac{c\,n_0}{f_0}.$$

Now let the potential oscillate. Electrons in equilibrium with the bulk obey $n_s=n_0e^{\delta u}\simeq n_0(1+\delta u)$. Put $f=f_0+\delta f$ in the rate equation and keep first-order terms. The zeroth-order terms cancel by detailed balance, which leaves

$$j\omega\,\delta f=c\,n_0(1-f_0)\,\delta u-\frac{c\,n_0}{f_0}\,\delta f .$$

Define the majority-carrier time

$$\tau=\frac{1}{c\,n_0}.$$

Multiplication by $f_0\tau$ gives $j\omega\tau f_0\,\delta f=f_0(1-f_0)\,\delta u-\delta f$, and so

$$\delta f=\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\,\delta u .$$

The numerator is the static response. It is largest at the Fermi level, where $f_0=\tfrac12$, and fades on both sides over a few $kT$. The denominator describes a relaxation with time $f_0\tau$, not $\tau$. A state at the Fermi level relaxes in $\tau/2$. A state well below it relaxes in nearly $\tau$. A state well above it relaxes much faster, because it emits an electron soon after catching one.

This fixes what $\tau$ means in the result. If a table lists instead the relaxation time $\tau_F=\tau/2$ of a state at the Fermi level, then $x=2\omega\tau_F$ must be used.

### The whole continuum

The extra electrons in the states carry the charge $-qD\int\delta f\,dE$ per unit area. The gate carries the opposite, positive charge. Division by $\delta\psi=V_T\,\delta u$, together with $dE=V_T\,dy$, cancels the thermal voltage:

$$C_{it}=qD\int_{-\infty}^{\infty}\frac{f_0(1-f_0)}{1+jxf_0}\,dy .$$

Differentiation of $f_0=1/(1+e^y)$ gives $df_0/dy=-e^y/(1+e^y)^2=-f_0(1-f_0)$. The occupancy itself can therefore serve as the variable. It runs from 1 at the bottom to 0 at the top, and the minus sign reverses the limits:

$$C_{it}=qD\int_0^1\frac{df}{1+jxf}.$$

In this variable every interval of equal length contributes the same static capacitance. The temperature, which cancelled between $\delta\psi$ and $dE$, now enters only through $\tau$.

Multiplying above and below by $1-jxf$ separates the two parts:

$$\frac{1}{1+jxf}=\frac{1}{1+x^2f^2}-j\,\frac{xf}{1+x^2f^2}.$$

With $s=xf$, the first integral is $\frac1x\int_0^x\frac{ds}{1+s^2}=\frac{\arctan x}{x}$. The second is $\frac1x\int_0^x\frac{s\,ds}{1+s^2}=\frac{\ln(1+x^2)}{2x}$. Hence

$$C_{it}=qD\left[\frac{\arctan x}{x}-j\,\frac{\ln(1+x^2)}{2x}\right].$$

The static limit is $qD$, since the integrand becomes 1. The loss term $G/\omega$ vanishes in both limits: at low frequency the states follow without delay, and at high frequency they exchange too little charge in a cycle. The conductance $G=qD\ln(1+x^2)/(2\tau)$ itself keeps growing, as $\ln x$, as long as the band of states can be treated as unbounded.

The band of states is not infinite, but its ends matter little in depletion. If it stops at the conduction band edge, the occupancies below the value $f_c$ reached there are missing. The integrand of the real part is at most 1, so the error in $C_{it}'/(qD)$ is at most $f_c$. In the example of the second half $f_c$ is about $6\times10^{-5}$. The end of the band does show once $x$ approaches $1/f_c$, at about 4 GHz in that example: $G$ then stops growing.

### Removing the oxide and subtracting

The depletion layer has a capacitance $C_D$, which responds to the same surface potential as the states. The two charges add, so the capacitance on the silicon side of the oxide is

$$C_s(\omega)=C_D+C_{it}(\omega).$$

In depletion the free electrons redistribute far faster than the measuring frequency, so $C_D$ is taken as real and independent of frequency.

A change $\delta Q$ of the gate charge changes the gate voltage by $\delta Q/C_{ox}$ across the oxide and by $\delta\psi=\delta Q/C_s$ in the silicon. The measured capacitance $C_m$ therefore obeys

$$\frac1{C_m}=\frac1{C_{ox}}+\frac1{C_s}.$$

This relation holds between complex numbers. Solved for the silicon side it reads

$$C_s=\frac{C_{ox}C_m}{C_{ox}-C_m}.$$

An instrument delivers $C_m'$ and $C_m''=G_m/\omega$. Let $A=C_{ox}-C_m'$, so that the denominator is $A+jC_m''$. Multiplication by its conjugate gives for the numerator

$$(C_m'-jC_m'')(A-jC_m'')=C_m'A-C_m''^2-j\,C_{ox}C_m'',$$

where $C_m'+A=C_{ox}$ was used. Thus

$$C_s'=C_{ox}\frac{C_m'A-C_m''^2}{A^2+C_m''^2},\qquad
C_s''=\frac{C_{ox}^2C_m''}{A^2+C_m''^2}.$$

This is the complex correction. It needs the oxide capacitance and a measurement free of series resistance.

The low-frequency curve is taken to be truly static, so it has no loss part and yields $C_D+qD$. The high-frequency curve yields the real part $C_D+qD\arctan(x)/x$. Both must refer to the same surface potential. They do so at equal gate bias if the bias changes slowly enough for the mean occupancy of the states to remain in equilibrium in both measurements. Then $C_D$ cancels:

$$D_{app}=\frac{C_{s,low}-C_{s,high}'}{q}=D\left(1-\frac{\arctan x}{x}\right).$$

The missing part has not been lost in the arithmetic. It belongs to states that still follow the high frequency and hence appear in both curves.

If the low curve is itself taken at a finite frequency, with $x_L=\omega_L\tau$, its real part contains $\arctan(x_L)/x_L$ in place of 1. The recovered fraction becomes $\arctan(x_L)/x_L-\arctan(x)/x$. For small $x_L$ the additional loss is about $x_L^2/3$.

### Limits and the slow approach to full recovery

Since $1-1/(1+x^2f^2)=x^2f^2/(1+x^2f^2)$, the result can also be written

$$F(x)=\int_0^1\frac{x^2f^2}{1+x^2f^2}\,df .$$

The integrand lies between 0 and 1 and grows with $x$ at every $f>0$. So $F$ rises steadily from 0 to 1.

For small $x$, the integrand expands as $x^2f^2-x^4f^4+\dots$, and

$$F=\frac{x^2}{3}-\frac{x^4}{5}+\dots$$

For large $x$, use $\arctan x=\frac{\pi}{2}-\arctan\frac1x$ and $\arctan\frac1x=\frac1x-\dots$:

$$F=1-\frac{\pi}{2x}+\frac1{x^2}-\dots$$

At $x=1$ the fraction is $1-\pi/4=0.215$. At $x=10$ it is 0.853, and 90 % is reached at $x=15.04$, found by numerical root search.

A single level at the Fermi level behaves differently. Its relaxation time is $\tau/2$, so the part lost is $1/(1+x^2/4)$. Ninety per cent recovery then requires $x/2=3$, or $x=6$. Its loss falls as $1/x^2$, that of the continuum as $1/x$.

The difference comes from the states above the Fermi level. At large $x$ a state still follows when $xf\lesssim1$, and there are such states high enough in the continuum as long as $x$ stays well below $1/f_c$. They have a static weight of about $1/x$, which sets the order of the loss. More precisely, the states above the Fermi level have $f<\tfrac12$ and contribute $\int_0^{1/2}df/(1+x^2f^2)=\arctan(x/2)/x$ to the unrecovered part. Their share of it is

$$\frac{\arctan(x/2)}{\arctan x}.$$

The share is one half at $x\to0$, 0.82 at $x=3.555$ and 0.994 at $x=100$. Raising the frequency removes the slower states from the high-frequency curve first and leaves this fast remainder.

## Second half: imperfect correction, a cure, and an example

### Symbols and results taken over

The interface states have constant density $D$ per eV and cm², and $\tau=1/(c\,n_s)$ is the majority-carrier time at surface electron density $n_s$ and capture coefficient $c$. With $x=\omega\tau$, the capacitance on the silicon side of the oxide is $C_s=C_s'-jg$, where

$$C_s'=C_D+qD\,\frac{\arctan x}{x},\qquad g=\frac G\omega=qD\,\frac{\ln(1+x^2)}{2x}.$$

Its static value is $C_D+qD$. The gate capacitance $C_m=C_m'-jC_m''$ follows from $1/C_m=1/C_{ox}+1/C_s$. When the oxide is removed from the complex quantity, high-low analysis gives $D_{app}=DF(x)$ with $F=1-\arctan(x)/x$. The thermal voltage is $V_T=kT/q$.

With the oxide removed from the complex capacitance, high-low analysis recovers the fraction $F=1-\arctan(x)/x$ of a flat density of interface states. What remains is to find the error made when the conductance is ignored, to recover $D$ from the same measurement, and to test the result on a numerical example and against what the model leaves out.

All numerical values are calculated from the stated model.
